Counting donors under a 10 nm silicon contact and their fluctuations

**1. The situation**

A metal or silicide touches heavily doped n-type silicon over a square 10 nm on a side. Near the interface the silicon bands bend upward, electrons are pushed away, and positively charged donors are left behind. These donors shape the barrier through which the current must tunnel. In a large contact their total charge is well described by a smooth density. In a contact this small one must ask how many there are, and how much that number differs between contacts made in the same way.

Take a band bending of 0.6 eV and a donor density of 10²⁰ cm⁻³. The leading estimate is 28 donors, with a relative spread of 19 % in a layer of fixed thickness. Two points need care. The electrons do not leave the layer with a sharp edge, which gives a first correction to the mean. Also, the layer does not keep a fixed thickness when the donors fluctuate, which changes the spread of the exposed charge.

**2. Model and conventions**

Let x be the depth below the metal, N the donor density, A the contact area, q > 0 the elementary charge and ε the permittivity of silicon. All donors are taken as ionised. The conduction-band edge lies at energy q u(x) above its value deep in the silicon, so that

u(0) = V,  u → 0 and u′ → 0 in the bulk.

Here V is the band bending in volts. The electrostatic potential is ψ = −u, because a higher electron energy means a lower potential. Poisson's equation ψ″ = −ρ/ε, with charge density ρ = q(N − n) and electron density n, becomes

u″ = (q/ε)(N − n).  (1)

The band bending is not the barrier height. The barrier is measured from the Fermi level, which in this silicon lies 0.065 eV above the bulk band edge at 300 K. The barrier is therefore 0.60 − 0.065 ≈ 0.53 eV. These values assume a parabolic band whose edge is not shifted by the heavy doping; such shifts can amount to a few hundredths of an eV.

The model is one-dimensional: no field lines leave through the sides of the column under the contact. This suits a contact covering the whole end face of a silicon body with insulated sides. For the mean count it also suits a patch of a larger contact, but not for the fluctuations in Section 6, because the field of a single donor spreads past the edges of the patch. Section 7 treats a contact on a wider surface. Bulk electron statistics are used throughout; in a silicon body only 10 nm wide, confinement between the sides would raise the Fermi level above the cross-section average of the band edge by a few hundredths of an eV (about 0.04 eV for hard walls and a flat band). The band then bends across the body, and the shift relative to the band edge at the centre can be much smaller.

**3. Leading order: the depletion approximation**

Suppose that n = 0 for x < W and n = N for x > W. Then u″ = qN/ε inside the layer, while u and u′ vanish at W. Integrating from W back to x gives

u′(x) = −(qN/ε)(W − x),

and a second integration gives

u(x) = (qN/2ε)(W − x)².

At x = 0 this must equal V, so

V = qNW²/(2ε),  W = √(2εV/(qN)),  u(x) = V(1 − x/W)².  (2)

The mean number of donors in the layer is density times volume:

M = NAW = A √(2εNV/q).  (3)

A higher density makes the layer thinner, so M grows as √N and not as N.

For relative permittivity 11.7 and the stated V and N, equation (2) gives W = 2.785 nm. The depleted volume is 100 nm² × 2.785 nm = 278.5 nm³. Since 10²⁰ cm⁻³ is 0.100 nm⁻³,

M = 0.100 × 278.5 = 27.85.

The field is largest at the metal, where its magnitude is qNW/ε = 2V/W:

2 × 0.60 V / 2.785 nm = 0.431 V/nm = 4.31 MV/cm.

**4. First correction to the mean: the electron tail**

Electrons do not stop at a sharp edge. Their density rises smoothly from nearly zero to N, and the useful count is the net exposed charge divided by q:

M₁ = A ∫₀^∞ (N − n) dx.

By equation (1), N − n = εu″/q. Since u′ vanishes in the bulk and is negative at the metal,

M₁ = (εA/q)[u′(∞) − u′(0)] = εA|u′(0)|/q.  (4)

The surface field is thus all that is needed, and it can be found without solving for the profile. Multiply (1) by u′ and integrate from the metal to the bulk. The left side is

∫₀^∞ u″u′ dx = −½u′(0)².

On the right, u′dx = du and u runs from V to 0. Reversing the limits and the overall sign gives

½u′(0)² = (q/ε)[NV − ∫₀^V n(u) du].  (5)

The remaining integral follows from Fermi-Dirac statistics. For a parabolic band with effective density of states N_c,

n = N_c F_½(η),  F_j(η) = (1/Γ(j+1)) ∫₀^∞ t^j/(1 + e^(t−η)) dt,

where ηkT is the height of the Fermi level above the local band edge. Bending the band up by u lowers η, so dη/du = −q/(kT).

The occupation factor depends on t − η alone, so its η-derivative is minus its t-derivative. Integrating by parts in t, with vanishing end terms for j > 0, gives

dF_j/dη = (j/Γ(j+1)) ∫₀^∞ t^(j−1)/(1 + e^(t−η)) dt = F_(j−1)(η),

because Γ(j+1) = jΓ(j). Define the electron pressure P = N_c kT F_3/2(η). Then

dP/du = N_c kT F_½(η) × (−q/(kT)) = −qn.

Hence ∫₀^V n du = (P_bulk − P_surface)/q. At the metal the band edge lies 0.53 eV above the Fermi level, about 20 times the thermal energy of 0.0259 eV, so P_surface is negligible. Writing P for the bulk pressure, (5) becomes

½u′(0)² = (qN/ε)[V − P/(qN)].

Inserting this in (4) gives

M₁ = A √((2εN/q)(V − P/(qN))) = M √(1 − δ),  δ = P/(qNV).  (6)

The small parameter δ compares the electron pressure with the electrostatic energy density qNV. For small δ,

M₁ = M(1 − δ/2 − δ²/8 − …).

The depletion approximation is thus the leading term for large band bending at fixed density and temperature, and −Mδ/2 is its first correction.

Two limits show what P means. For dilute electrons η is large and negative, both Fermi integrals tend to e^η, and P = NkT, so V is replaced by V − kT/q. For a strongly degenerate gas the occupation factor is one up to t = η and zero above. Then F_j = η^(j+1)/Γ(j+2), and

P/N = kT F_3/2/F_½ = kTη Γ(5/2)/Γ(7/2) = (2/5)ηkT.

The pressure now comes from the exclusion principle and survives at low temperature. The present silicon lies between the limits, since η = 0.065/0.0259 ≈ 2.5, and the full integrals are needed. They give P/(qN) = 0.042 V at 300 K, against 0.0259 V from the dilute formula. Thus

δ = 0.042/0.60 = 0.070,

M₁ ≈ 27.85 × (1 − 0.035) = 26.9.

The next term, Mδ²/8, is about 0.02 donor. As a test of (6), equation (1) was solved numerically with the Fermi-Dirac electron density over a depth of 12 nm, and N − n was integrated over the profile. The result, also 26.9, agreed with (6) to within 0.1 %. At 400 K, with the same V and N, the count is 26.7. Temperature matters little because the correction itself is small.

**5. Fluctuations in a slab of fixed thickness**

Consider the fixed volume AW, and let each of its S silicon sites hold a donor with probability p, independently of the others. Give each site a variable that is 1 if a donor is present and 0 otherwise. Its mean is p. Its square equals itself, so its variance is p − p² = p(1 − p). Independent variances add, so the donor number has

mean M = Sp,  variance Sp(1 − p) = M(1 − p).

The relative standard deviation is

σ/M = √((1 − p)/M) ≈ (1/√M)(1 − p/2).  (7)

The leading term is the Poisson result. The correction expresses the fact that two donors cannot share a site.

Silicon has eight atoms in a cubic cell of edge 0.543 nm, which gives about 13 900 sites in the slab and p = 0.20 %. The site correction therefore lowers the spread by one part in a thousand of itself. The Poisson values are

σ = √27.85 = 5.28 donors,  σ/M = 5.28/27.85 = 18.9 %.

Counts from 23 to 33 lie within one standard deviation of the mean, and the binomial distribution gives this range a probability of 70 %. Roughly three contacts in ten fall outside it.

Equations (3) and (7) give the scaling M ∝ A√(NV) and σ/M ∝ A^(−1/2)(NV)^(−1/4). A contact 20 nm on a side, with N and V unchanged, has about 111 donors and a spread of about 9.5 %. Raising the density fourfold at fixed A and V doubles the leading estimate of the count to about 56 and lowers the spread to about 13 %. Area is the stronger lever.

**6. Fluctuations at fixed band bending**

The previous result counts donors in a prescribed volume. The metal and the bulk silicon, however, prescribe the band bending and not the thickness. If a contact happens to have extra donors, a thinner layer suffices, and the edge moves toward the metal.

To describe this, average the potential over the contact area and keep a flat depletion edge, now at a depth W′ that depends on the donor positions. With u = u′ = 0 at W′, integration by parts gives

∫₀^W′ x u″ dx = [x u′]₀^W′ − ∫₀^W′ u′ dx = 0 − [0 − V] = V.

For point donors at depths x_i, the area-averaged u″ is (q/(εA)) times a sum of delta functions. Therefore

Σ x_i = εAV/q = NAW²/2,  (8)

where the sum runs over the depleted donors and the last form uses (2). The band bending fixes the sum of the depths, not the number of donors.

Write the number of donors between x and x + dx as NA dx + dG, where dG has zero mean. Different slices are independent, and for small p each has variance equal to its mean, NA dx. For any smooth weight f it follows that

variance of ∫₀^W f dG = NA ∫₀^W f² dx.  (9)

Set W′ = W + w and keep first-order terms in (8):

NAW²/2 + NAWw + ∫₀^W x dG = NAW²/2,

so that

w = −(1/(NAW)) ∫₀^W x dG.

The number of depleted donors is, to the same order,

K = NA(W + w) + ∫₀^W dG = M + ∫₀^W (1 − x/W) dG.  (10)

A donor added close to the metal raises the count by nearly one, since it hardly changes the sum of depths. A donor added near the edge displaces about one other donor from the layer. Applying (9) to (10),

variance of K = NA ∫₀^W (1 − x/W)² dx = NAW/3 = M/3.

The relative spread is therefore

σ_K/M = 1/√(3M) = 18.9 %/√3 = 10.9 %.  (11)

The width has the same relative spread. From the expression for w, the variance of w/W is NA∫₀^W(x/W)²dx/M² = 1/(3M).

The factor 1/3 can be read by splitting the weight in (10) as 1 − x/W = ½ + (½ − x/W). The first part is the response to a uniform change of density. Since the depleted count grows as √N, it follows such a change at half strength and contributes M/4. The second part is the response to an imbalance between shallow and deep donors. Its mean square over the layer is 1/12, so it contributes M/12. The cross term vanishes because ½ − x/W averages to zero, and M/4 + M/12 = M/3.

Equation (11) is the leading result for large M, and 28 is not very large. Donor depths were therefore drawn at random for 40 000 contacts, and condition (8) was imposed on each, with the last donor counted partly so that the sum was met. The simulated spread was 11.0 % and the mean 27.7, so the terms dropped in the linearisation shift the mean by less than one donor.

Within this model, with its flat depletion edge, the two percentages answer different questions. The 19 % describes how many donors are present in a given thin layer. The 11 % describes how many are depleted when the band bending is held fixed.

**7. When the contact has a free rim**

If the contact sits on a wider silicon surface, the field also depletes silicon beside it. Assume that the free surface carries no charge and that no field enters the insulator above it. In units of W for length and V for u, the depletion problem reads

∇²u = 2 where u > 0,  u ≥ 0 everywhere,

with u = 1 on the metal. The factor 2 is qNW²/(εV), by equation (2). The boundary of the depleted region is part of the solution.

A numerical solution near one long straight edge gives an extra depleted cross-section of about 0.31 W². Grids with 20 and 40 points per width W agreed to within 0.03 W². The field is singular at the edge and the value converges slowly; extrapolation to zero grid spacing gives about 0.32 W², which leaves the estimate below unchanged. The perimeter is 40 nm, so the number of extra donors is about

0.100 × 40 × 0.31 × 2.785² ≈ 10.

This leaves out the corners and treats the four edges as independent, which is rough for a contact only 3.6 W wide. It is nevertheless the larger of the two corrections to the mean count: about one third, against 3.5 % from the electron tail. The figure of 28 belongs to a contact without a free rim.

**8. What the fluctuation does to tunnelling**

Contact resistivity depends on how easily electrons cross the barrier. For an electron at the bulk band edge, the barrier height at depth x is qV(1 − x/W)². With effective mass m normal to the interface, the decay constant is κ = √(2mqV)(1 − x/W)/ħ. The exponential factor in the WKB transmission is e^(−γ), with

γ = 2∫₀^W κ dx = √(2mqV) W/ħ,

because ∫₀^W(1 − x/W)dx = W/2. Inserting W from (2),

γ = (1/ħ)√(2mqV × 2εV/(qN)) = (2V/ħ)√(mε/N) = qV/E₀₀,  (12)

where E₀₀ = (qħ/2)√(N/(mε)).

On a (100) silicon surface, four of the six conduction valleys present the light mass, 0.19 free-electron masses, and two present the heavy mass, 0.916. For the light mass E₀₀ = 0.125 eV and γ = 4.82. For the heavy mass E₀₀ = 0.057 eV and γ = 10.58, so in this estimate the light valleys carry most of the current.

Now let the density change uniformly by one slab standard deviation, 18.9 %, at fixed V. Since γ ∝ N^(−1/2), the light-mass exponent rises to 4.82/√0.811 = 5.35 for the low density and falls to 4.82/√1.189 = 4.42 for the high one. The factor e^(−γ) is divided by about 1.7 in the first case and multiplied by about 1.5 in the second. The two factors differ because N^(−1/2) is curved: the exponent rises by 0.53 in the first case but falls by only 0.40 in the second. These numbers describe only the WKB exponential at the band edge. The full transmission also has a prefactor, which depends on the density and on the electron's energy. The contact resistivity also depends on electrons at higher energies, which meet a lower and thinner barrier (at the Fermi level the light-mass exponent is about 3.6, and a WKB conductance integrated over energy at 300 K, with the Fermi level held fixed, changes by factors nearer 1.5 and 1.3), and on the bulk Fermi level, which moves if the bulk density changes as well. The estimate shows the rough size of the effect; it is not a distribution of measured resistances, because real donor fluctuations are not uniform in depth or across the contact.

The image force, which attracts an electron to its own induced charge in the metal, lowers the top of the barrier by about 0.22 eV in the continuum model. It leaves the leading donor count (3) unchanged at fixed V, since that estimate has no electrons inside the layer for it to act on. It does make the barrier more transparent: on the parabolic profile the light-mass exponent at the band edge falls from 4.82 to about 4.0. The electron tail of Section 4 acts the other way at this energy, since it lengthens the foot of the barrier; without the image force it raises the same exponent to about 6. The exponents above are therefore uncertain in both directions. The barrier top lies 0.28 nm from the metal, about half a silicon cell edge, where a continuum image force is itself doubtful.

Even with this lowering, the barrier above the Fermi level is 0.53 − 0.22 = 0.31 eV, or about 12 thermal energies at 300 K. The factor e^(−12) for passing over the top is far smaller than e^(−4.8) for light-mass tunnelling, so tunnelling dominates.

**9. The real contact and the limits of the model**

The parameters resemble a silicide contact to the n-type source or drain of a modern silicon transistor. Silicides on n-type silicon can have barriers of this general size, though many lie somewhat above 0.53 eV. Such regions are often doped to a few times 10²⁰ cm⁻³, so the density used here is on the low side. One assumption open to doubt is that every donor is active. If half of 10²⁰ cm⁻³ were inactive, with V unchanged, equation (3) would give 27.85/√2 ≈ 20 active donors, and the fixed-slab spread would rise to about 23 %. Donors that cluster are not independent, and the Poisson law then fails.

The field of 4.31 MV/cm is far above the few tenths of a MV/cm at which moderately doped bulk silicon breaks down. Without applied bias this does not imply breakdown. An electron crossing the layer gains at most about 0.6 eV, less than the silicon gap of roughly 1.1 eV, and cannot create an electron-hole pair. Tunnelling from the valence band to the conduction band is also excluded: with a bending smaller than the gap, the two bands do not overlap in energy anywhere in the layer.

Another limitation is the smooth layer itself. A cube holding one donor on average has the side N^(−1/3) = 2.15 nm, about three quarters of the layer width of 2.785 nm. The depleted region is therefore little more than one such cube deep, and its potential varies strongly across the contact. The one-dimensional equations describe the area-averaged potential only approximately, because the electron density does not depend linearly on the potential, while tunnelling favours places where the barrier is locally thin. The exposed charge requires only the area-averaged field at the metal; the current needs the three-dimensional potential of each donor arrangement. The computed values are collected in the numerical output below.

Numbers as computed

```
Contact side: 10 nm
Band bending: 0.60 eV
Donor density: 1.0e+20 cm^-3
Donor density: 0.100 nm^-3
Relative permittivity: 11.7
Depletion width: 2.785 nm
Depleted volume: 278.5 nm^3
Peak field: 4.31 MV/cm
Mean donor count: 27.85
Standard deviation, fixed slab: 5.28 donors
Relative spread, fixed slab: 18.9 %
Lattice sites in slab: 13919
Site occupation probability: 0.20 %
Binomial relative spread: 18.9 %
Counts within one deviation: 23 to 33
Probability of that range: 70 %
Spread at fixed bending, formula: 10.9 %
Spread at fixed bending, simulated: 11.0 %
Mean at fixed bending, simulated: 27.7 donors
Mean donor spacing N^(-1/3): 2.15 nm
Bulk Fermi level above band edge, 300 K: 0.065 eV
Barrier height without image force: 0.53 eV
Electron pressure term P/(qN), 300 K: 0.042 V
Count with electron tail, 300 K: 26.9
Count from numerical Poisson solution: 26.9
Count with electron tail, 400 K: 26.7
Rim area per edge length / width^2: 0.31
Extra rim donors, isolated contact: 10
Image-force lowering: 0.22 eV
Distance of barrier top from metal: 0.28 nm
Thermal energy, 300 K: 0.0259 eV
Mass, light: 0.190 m0
E00, light mass: 0.125 eV
WKB exponent, light mass: 4.82
Mass, heavy: 0.916 m0
E00, heavy mass: 0.057 eV
WKB exponent, heavy mass: 10.58
Transmission divided by, density one sigma low: 1.71
Transmission multiplied by, one sigma high: 1.49
```
